# The Six-Valley Phosphorus Donor Matrix and Its Two Valley Couplings

## The exercise

The conduction band of silicon has six equivalent minima, two on each cubic axis. An electron bound to a substitutional phosphorus atom therefore has six 1s basis states, one per valley. Order them as $+x,-x,+y,-y,+z,-z$. The potential near the phosphorus atom couples them and splits the sixfold level.

Assume that

- the donor site keeps its full tetrahedral symmetry, without strain or applied field;
- the six basis states are orthonormal and have equivalent envelopes, which are the same in every level;
- spin-orbit coupling and higher donor states are left out.

Energies are measured from the conduction-band edge, so a level with binding energy $B$ has energy $E=-B$. Millielectronvolts are the natural unit here.

1. Show that symmetry leaves three real parameters in the $6\times6$ matrix: a diagonal energy $\varepsilon$, a coupling $a$ between opposite valleys and a coupling $b$ between perpendicular valleys.
2. Find the levels, their degeneracies and their states.
3. Rough measured binding energies are 46 meV for the singlet, 34 meV for the triplet and 33 meV for the doublet. Infer $\varepsilon$, $a$ and $b$. How far can they move if each input may be wrong by 0.5 meV?
4. Which levels have electron density at the phosphorus nucleus?

## Hints

**Hint 1.** Put the origin on the donor. The site operations permute $x,y,z$ and change signs, with the product of the three signs equal to $+1$. Use them to generate all six states from one.

**Hint 2.** Form the sum and the difference of the two states on each axis. The differences decouple from everything else.

**Hint 3.** The trace of the matrix contains neither $a$ nor $b$.

## Solution

### 1. The matrix

*Phases.* Let $\phi$ be the Bloch function of the $+z$ valley. Four site operations leave this valley in place: the identity, the half-turn about $z$, and two mirrors containing the $z$ axis. Since the band is nondegenerate at the minimum, such an operation $R$ can only multiply $\phi$ by a number $\chi$:

$$\phi(R^{-1}\mathbf r)=\chi\,\phi(\mathbf r).$$

At the donor site, $\mathbf r=0$, this reads $\phi(0)=\chi\phi(0)$. A small empirical-pseudopotential calculation for silicon gives $|\phi(0)|^2$ as 0.72 of its cell average. This is the value of the smooth pseudo-wavefunction; the true Bloch function, orthogonal to the core states, has a density at the nucleus about two orders of magnitude larger. It is not zero, so $\chi=1$. The envelope is also unchanged by these four operations.

The other five basis states can now be defined by applying site operations to $|{+z}\rangle$. Two operations that lead to the same valley give the same state, because they differ by an operation with $\chi=1$. The site operations therefore permute the six states without extra phases.

*Matrix elements.* The donor Hamiltonian is unchanged by a site operation, so

$$\langle R\mu|H|R\nu\rangle=\langle\mu|H|\nu\rangle .$$

All valleys are related by symmetry, and all diagonal elements equal $\varepsilon$. Permuting the axes carries any opposite pair into any other. For perpendicular valleys, two signs can be chosen freely and the third then makes the product $+1$. Together with the axis permutations, this carries any ordered perpendicular pair into any other. There is thus one $a$ and one $b$.

The half-turn $(x,-y,-z)$ exchanges $+z$ and $-z$. It gives $\langle{+z}|H|{-z}\rangle=\langle{-z}|H|{+z}\rangle$, while Hermiticity makes these two elements complex conjugates. Hence $a$ is real. The mirror exchanging $x$ and $y$ shows in the same way that $b$ is real. The matrix is

$$
H=\begin{pmatrix}
\varepsilon&a&b&b&b&b\\
a&\varepsilon&b&b&b&b\\
b&b&\varepsilon&a&b&b\\
b&b&a&\varepsilon&b&b\\
b&b&b&b&\varepsilon&a\\
b&b&b&b&a&\varepsilon
\end{pmatrix}.
$$

The phase convention matters. Replacing $|{-z}\rangle$ by $-|{-z}\rangle$ leaves the spectrum alone but reverses the sign of every coupling of that state, the one to $+z$ and the four to perpendicular valleys. The signs found below belong to the symmetry-generated states.

### 2. The levels

For each axis $j=x,y,z$ define

$$|o_j\rangle=\frac{|{+j}\rangle-|{-j}\rangle}{\sqrt2},\qquad
|e_j\rangle=\frac{|{+j}\rangle+|{-j}\rangle}{\sqrt2}.$$

*Odd states.* The diagonal element is

$$\langle o_j|H|o_j\rangle=\tfrac12(\varepsilon+\varepsilon-a-a)=\varepsilon-a.$$

On one axis, $\langle o_j|H|e_j\rangle=\tfrac12(\varepsilon+a-a-\varepsilon)=0$. Between different axes all four elements are $b$, so

$$\langle o_i|H|e_j\rangle=\tfrac12(b+b-b-b)=0,\qquad
\langle o_i|H|o_j\rangle=\tfrac12(b-b-b+b)=0.$$

The three odd states are therefore eigenstates. They transform like $x,y,z$, which is the representation $T_2$:

$$E_T=\varepsilon-a\qquad\text{(triplet)}.$$

*Even states.* Here

$$\langle e_j|H|e_j\rangle=\tfrac12(2\varepsilon+2a)=\varepsilon+a,\qquad
\langle e_i|H|e_j\rangle=\tfrac12(4b)=2b .$$

With $J$ the $3\times3$ matrix whose elements are all 1, the even block is

$$H_{\rm even}=(\varepsilon+a-2b)\,\mathbf 1+2b\,J .$$

The vector $(1,1,1)/\sqrt3$ has $J$-eigenvalue 3. Any vector whose components sum to zero has $J$-eigenvalue 0, and there are two independent ones. Therefore

$$E_A=\varepsilon+a+4b\quad\text{(singlet }A_1),\qquad
E_E=\varepsilon+a-2b\quad\text{(doublet }E).$$

In the original basis the singlet is $(1,1,1,1,1,1)/\sqrt6$. One choice for the doublet is $(1,1,-1,-1,0,0)/2$ and $(1,1,1,1,-2,-2)/\sqrt{12}$.

Subtraction gives

$$E_E-E_T=2(a-b).$$

The triplet lies below the doublet exactly when $b<a$. If $a=b$, the two merge into a fivefold level. Their small separation thus measures the difference between the two couplings.

### 3. The couplings

Subtracting the doublet from the singlet gives $E_A-E_E=6b$. In the trace, the couplings cancel:

$$E_A+3E_T+2E_E=6\varepsilon+(a+4b)-3a+(2a-4b)=6\varepsilon .$$

Then $a=\varepsilon-E_T$. With $E=-B$,

$$\varepsilon=-\frac{B_A+3B_T+2B_E}{6},\qquad
a=\frac{3B_T-B_A-2B_E}{6},\qquad
b=\frac{B_E-B_A}{6}.$$

The rough binding energies give

$$\varepsilon=-\frac{46+102+66}{6}=-35.7\ \text{meV},$$

$$a=\frac{102-46-66}{6}=-1.67\ \text{meV},\qquad
b=\frac{33-46}{6}=-2.17\ \text{meV}.$$

In atomic units, $a=-61$ and $b=-80$ microhartree. Both couplings are negative, so the state with equal amplitudes in all valleys is lowered most. The perpendicular coupling is the stronger, and each valley has four perpendicular partners but one opposite partner. Of the singlet's shift from $\varepsilon$, $4b=-8.7$ meV comes from perpendicular valleys and $a=-1.7$ meV from the opposite one.

*Input errors.* If each binding energy can be wrong by 0.5 meV independently, the largest errors are

$$|\delta\varepsilon|=\frac{1+3+2}{6}\,(0.5)=0.5\ \text{meV},\qquad
|\delta a|=\frac{3+1+2}{6}\,(0.5)=0.5\ \text{meV},\qquad
|\delta b|=\frac{1+1}{6}\,(0.5)=0.17\ \text{meV}.$$

Thus $\varepsilon$ lies between $-36.2$ and $-35.2$ meV, $a$ between $-2.17$ and $-1.17$ meV, and $b$ between $-2.33$ and $-2.00$ meV. The ranges of $a$ and $b$ overlap, but their errors are correlated. The difference $a-b=(B_T-B_E)/2$ lies between 0 and 1 meV. Inputs rounded this coarsely just allow equal couplings.

Three energies have fixed three parameters, so their reproduction is no evidence for the model. The inversion also needs to know which energy belongs to which level. Energies without degeneracies or symmetry labels would not suffice.

### 4. Density at the nucleus

All six basis functions have the same value at the donor, since they are related by operations that leave this point fixed. A state with amplitudes $\alpha_\mu$ therefore has a site density $|\sum_\mu\alpha_\mu|^2$ times that of one valley state. For the singlet this factor is $(6/\sqrt6)^2=6$. For the triplet and doublet the amplitudes sum to zero.

The contact hyperfine interaction is proportional to the electron spin density at the nucleus. In this model it is therefore present in the singlet and absent from the other two levels.

## Variation 1: an envelope that contracts with binding

*The singlet is bound more deeply, so its envelope should be more compact. Estimate how this changes the inferred couplings.*

Outside the donor core, a state of binding energy $B$ decays over a length proportional to $B^{-1/2}$. Its volume scales as $B^{-3/2}$, and the crudest estimate takes its density near the donor to scale as $B^{3/2}$. This neglects the Coulomb tail and the peaking at the core: a spherical Coulomb potential with a Gaussian core $e^{-r^2/r_c^2}$, its depth fitted to each level, gives a singlet-to-triplet ratio of core-averaged densities that rises, as $r_c$ shrinks from 0.3 to 0.1 nm, from about 2.4 to 3.4 for a hydrogenic binding energy of 26 meV and from about 2.8 to 5.4 for 31 meV. The ratio depends on the core shape: an exponential core gives 1.8 to 3.2 and a square one 2.6 to 6.5. All these values lie above the factor used below. Let the couplings follow this density, with the triplet as reference and $\varepsilon$ held common to all levels. The factors are

$$\kappa_A=(46/34)^{3/2}=1.574,\qquad \kappa_E=(33/34)^{3/2}=0.956 .$$

The level equations, in meV, become

$$\varepsilon+\kappa_A(a+4b)=-46,\qquad \varepsilon-a=-34,\qquad
\varepsilon+\kappa_E(a-2b)=-33 .$$

Subtracting the triplet equation from the other two removes $\varepsilon$:

$$2.574\,a+6.296\,b=-12,\qquad 1.956\,a-1.912\,b=1 .$$

The second gives $b=1.023\,a-0.523$. Insertion in the first gives $9.015\,a=-8.707$, and hence

$$a\approx-0.97\ \text{meV},\qquad b\approx-1.51\ \text{meV},\qquad
\varepsilon\approx-35.0\ \text{meV}.$$

Relative to the fixed-envelope values, the magnitude of $a$ falls by about 42% and that of $b$ by about 30%. These couplings refer to the triplet envelope, and the input errors spread the two figures over 33 to 58% and 26 to 35%. Referred to the singlet envelope, both couplings are larger by $\kappa_A$, giving $a\approx-1.52$ and $b\approx-2.38$ meV, changes of about 10%; the input errors spread the change of $|a|$ from $-36$ to $+7$% and that of $|b|$ from $+7$ to $+13$%. The ratio $a/b$, which does not depend on the reference, moves from 0.77 to 0.64, although the input errors spread these two values over 0.54 to 1 and 0.31 to 1. This is a sensitivity estimate, not a better theory, because $\varepsilon$ should also depend on the envelope. In the spherical model mentioned above each level has its own relaxed envelope; the three fitted core depths are inverted like the energies in part 3 and multiplied by the core-averaged density of the reference envelope. With the Gaussian core the effect is larger: referred to the triplet envelope the magnitudes of $a$ and $b$ fall by about 44 to 72% and 33 to 52%, and referred to the singlet envelope they rise by about 30 to 50% and 57 to 155%. Over Gaussian, exponential and square cores these ranges widen to about 32 to 78%, 24 to 56%, 20 to 50% and 35 to 190%. It shows that the inferred couplings are effective parameters of the fixed-envelope model.

## Variation 2: valley states that overlap slightly

*Let opposite valley states have overlap $s$ and perpendicular ones $t$. What do the inferred couplings then mean?*

Write $H=\varepsilon\mathbf 1+aX+bY$, where $X$ links opposite and $Y$ perpendicular valleys. The overlap matrix is $S=\mathbf 1+sX+tY$. If $H$ refers to the symmetrically orthonormalised basis, the matrix in the original basis is $S^{1/2}HS^{1/2}$. Since $X$ and $Y$ commute, this equals $SH$.

Counting intermediate valleys gives $X^2=\mathbf 1$, $XY=Y$ and $Y^2=4(\mathbf 1+X)+2Y$. The couplings in the original basis are therefore

$$\tilde a=a+s\varepsilon+4tb,\qquad
\tilde b=b+t\varepsilon+sb+ta+2tb .$$

The pseudopotential Bloch functions, combined with a spherical exponential envelope of decay length 1.1 nm, give $s\approx-4\times10^{-5}$ and $t\approx-6\times10^{-5}$. Both couplings then shift by only 0.002 to 0.003 meV, with energies measured from the band edge. The overlaps depend strongly on the envelope: between decay lengths of 2.4 and 0.7 nm, $|t|$ grows from $3\times10^{-6}$ to $3\times10^{-4}$, and the shift reaches about 0.01 meV. Orthogonalising the Bloch functions to the silicon core states raises $|s|$ by about 30% and $|t|$ by about 50%, so that the shifts reach 0.004 meV at 1.1 nm and 0.02 meV at 0.7 nm. For this donor, orthogonality is a much safer assumption than a fixed envelope.

## The model beside the real donor

The binding energies are rounded values for phosphorus in silicon, and spectroscopy resolves these levels much more finely than 1 meV. With sharper inputs, the error from rounding shrinks but the one from the fixed envelope remains; the estimates of Variation 1 put it at tens of per cent, and for some compact cores at more than a factor of two, depending on the envelope model and on the envelope taken as reference. The band calculation places the valleys at 0.85 of the way to the zone boundary, with masses of 0.87 and about 0.18 electron masses along and across the valley axis, close to the usual rough values of 0.9 and 0.2. Spin-orbit coupling, left out here, can split the triplet. An error $\delta$ in the triplet energy used here changes $a$ by $-\delta/2$ and leaves $b$ alone. Strain or an electric field can lower the site symmetry, and the three-parameter matrix then no longer applies in general.

Temperature matters for observing the upper levels. At 30 K the thermal energy is 2.6 meV. Among neutral donors in the 1s levels, the Boltzmann factors with degeneracies 1, 3 and 2 put about 96% in the singlet, 2.8% in the triplet and 1.3% in the doublet; the 0.5 meV input errors spread these over 94 to 97%, 1.9 to 4.0% and 0.9 to 1.8%. A warmed sample can therefore show absorption that starts from the two upper levels. The numerical output lists the remaining values.

## Computed results

```
independent real parameters allowed by symmetry: 3
rough input binding energy, singlet: 46 meV
rough input binding energy, triplet: 34 meV
rough input binding energy, doublet: 33 meV
allowed error of each input: 0.5 meV
diagonal energy eps: -35.667 meV
opposite-valley coupling a: -1.667 meV = -61.2 microhartree
perpendicular coupling b: -2.167 meV = -79.6 microhartree
difference a-b: 0.500 meV
diagonalised singlet: -46.000 meV, degeneracy 1
diagonalised triplet: -34.000 meV, degeneracy 3
diagonalised doublet: -33.000 meV, degeneracy 2
site density / single-valley density, singlet, triplet, doublet: 6.0 0.0 0.0
range of a from input errors: -2.167 to -1.167 meV
range of b from input errors: -2.333 to -2.000 meV
range of a-b: 0.000 to 1.000 meV
rough lattice constant: 0.543 nm
rough form factor, squared index 3: -0.21 Ry
rough form factor, squared index 8: 0.04 Ry
rough form factor, squared index 11: 0.08 Ry
plane waves in the band model: 169
computed valley position: 0.854 x 2 pi / lattice constant
computed longitudinal mass: 0.873 electron masses
computed transverse mass: 0.185 electron masses
Bloch density at donor site / cell mean: 0.721
largest phase-rule error: 8.2e-15
longitudinal decay length: 1.11 nm
transverse decay length: 2.41 nm
slow umklapp component: 6.7e-17
opposite-valley overlap: -3.82e-05
perpendicular-valley overlap: -5.79e-05
bare minus orthonormal coupling, opposite: 0.0019 meV
bare minus orthonormal coupling, perpendicular: 0.0025 meV
contraction factor, singlet / triplet: 1.574
contraction factor, doublet / triplet: 0.956
eps with contraction estimate: -34.966 meV
a with contraction estimate: -0.966 meV
b with contraction estimate: -1.511 meV
temperature: 30 K; thermal energy: 2.585 meV
occupation of singlet: 95.97 percent
occupation of triplet: 2.78 percent
occupation of doublet: 1.26 percent
```
